# Why Paschen's Curve Does Not Set the Limit of Nanometre Air Gaps: a program that tests the result

```python
"""Field emission limits the voltage of a nanometre air gap even where
Paschen's gas-breakdown condition has no solution.

Result under test: V_FE = F_c*d/beta, where the image-force Fowler-Nordheim
current J(F_c) equals a chosen J_c. Gas breakdown requires
gamma*(exp(alpha*d)-1)=1, alpha=A*p*exp(-B*p/E), which has no solution for
d <= log(1+1/gamma)/(A*p).
phi: work function; F: local field; beta: field enhancement; d: gap;
R: radius of a hemispherical boss; G: WKB exponent; d_F: decay energy.
Energies are in eV, lengths in nm, fields in V/nm; gas formulas use cm, Torr.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre, expit, zeta

# Constants and chosen inputs
h2m = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # eV nm^2
coul = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
hbar_ev = sc.hbar / sc.e                           # eV s
kb = sc.k / sc.e                                   # eV/K
phi, fermi, radius, gap = 4.5, 7.0, 5.0, 20.0
target, beta = 1e4, 3.0                             # A/cm^2, enhancement
A, B, gamma, pressure = 15.0, 365.0, 0.01, 760.0
temperature, hot, sigma = 300.0, 400.0, 3e-16      # K, K, cm^2
gap_cm = gap * 1e-7

# Gas: Townsend criterion and Paschen formula
L = np.log1p(1 / gamma)


def loop_gain(voltage, d_cm):
    alpha_d = A * pressure * d_cm * np.exp(-B * pressure * d_cm / voltage)
    return gamma * np.expm1(alpha_d)


def paschen(d_cm):
    return B * pressure * d_cm / np.log(A * pressure * d_cm / L)


def townsend_root(d_cm):
    return brentq(lambda u: loop_gain(u, d_cm) - 1, 10, 1e6)


d_pole = L / (A * pressure)
for d_test in (6e-4, 1e-3, 2e-3):
    assert abs(townsend_root(d_test) / paschen(d_test) - 1) < 1e-8
minimum = minimize_scalar(townsend_root, bounds=(5e-4, 3e-3),
                          method="bounded", options={"xatol": 1e-9})
v_min, pd_min = np.e * B * L / A, np.e * L / A
assert abs(minimum.fun / v_min - 1) < 1e-6
assert abs(minimum.x * pressure / pd_min - 1) < 1e-3
assert np.max(loop_gain(np.geomspace(1, 1e9, 500), gap_cm)) < 1
assert np.max(loop_gain(np.geomspace(1, 1e9, 500), 0.99 * d_pole)) < 1
assert loop_gain(1e9, 1.01 * d_pole) > 1
assert paschen(gap_cm) < 0

# Mean multiplication from the master equation of a birth process
number = np.arange(1, 61)
rates = np.diag(-0.5 * number) + np.diag(0.5 * number[:-1], -1)
mean_number = number @ expm(rates)[:, 0]
assert abs(mean_number - np.exp(0.5)) < 1e-8
ceiling = A * pressure * gap_cm
ions_per_electron = np.expm1(ceiling)
density_cm = pressure * sc.torr / (sc.k * temperature) * 1e-6
collisions = density_cm * sigma * gap_cm

# Boss: boundary-value problem solved with multipoles and plate images


def boss_solution(d_over_r):
    orders = np.array([1, 3, 5, 7, 9])
    centres = 2 * d_over_r * np.arange(-60, 61)

    def basis(rho, z):
        dz = z[:, None] - centres
        r = np.sqrt(rho[:, None]**2 + dz**2)
        return np.array([(eval_legendre(n, dz / r) / r**(n + 1)).sum(1)
                         for n in orders]).T
    mu = np.linspace(0.02, 1, 40)
    coeff = np.linalg.lstsq(basis(np.sqrt(1 - mu**2), mu), -mu, rcond=None)[0]
    z = np.array([1 - 1e-4, 1 + 1e-4])
    potential = z + basis(np.zeros(2), z) @ coeff
    return (potential[1] - potential[0]) / 2e-4, coeff


beta_far, coefficients = boss_solution(100.0)
assert abs(beta_far - 3) < 1e-4
assert abs(coefficients[0] + 1) < 1e-4
assert np.max(np.abs(coefficients[1:])) < 1e-4
beta_gap = boss_solution(gap / radius)[0]
beta_estimate = 3 * (1 + zeta(3) / 2 * (radius / gap)**3)
# The estimate omits higher multipoles, here below 0.2 percent
assert abs(beta_gap / beta_estimate - 1) < 2e-3

# Image-force barrier
nodes, weights = np.polynomial.legendre.leggauss(120)
theta, w_theta = (nodes + 1) * np.pi / 2, weights * np.pi / 2


def barrier_functions(f):
    f = np.asarray(f, dtype=float)
    s = 0.5 - 0.5 * np.sqrt(1 - f[..., None]) * np.cos(theta)
    v = 0.375 * (1 - f) * np.sum(w_theta * np.sin(theta)**2 / np.sqrt(s), -1)
    t = 0.5 * np.sum(w_theta * np.sqrt(s), -1)
    return v, t


def fn_parts(field, work):
    v, t = barrier_functions(coul * field / work**2)
    exponent = 4 * work**1.5 * v / (3 * np.sqrt(h2m) * field)
    decay = np.sqrt(h2m) * field / (2 * np.sqrt(work) * t)
    return exponent, decay


def current_from(exponent, decay):
    scale = sc.e / (4 * np.pi**2 * h2m * hbar_ev) * 1e14
    return scale * decay**2 * np.exp(-exponent)


def fn_current(field):
    return current_from(*fn_parts(field, phi))


def direct_exponent(potential):
    grid = np.geomspace(1e-3, 8, 2500)
    peak = grid[np.argmax(potential(grid))]
    left = brentq(potential, 1e-3, peak)
    right = brentq(potential, peak, 8)
    x = (left + right) / 2 - (right - left) / 2 * np.cos(theta)
    kappa = np.sqrt(np.maximum(potential(x), 0) / h2m)
    return 2 * np.sum(w_theta * (right - left) / 2 * np.sin(theta) * kappa)


def flat_barrier(field, work):
    return lambda x: work - field * x - coul / (4 * x)


for field in (3.0, 4.0, 5.0):
    G, decay = fn_parts(field, phi)
    assert abs(direct_exponent(flat_barrier(field, phi)) / G - 1) < 1e-4
    slope = (direct_exponent(flat_barrier(field, phi + 0.01))
             - direct_exponent(flat_barrier(field, phi - 0.01))) / 0.02
    assert abs(slope * decay - 1) < 1e-3

# Current from a sum over the Fermi sphere


def k_space_current(field, temp):
    top = 0.0 if temp == 0 else 1.5
    k_low, k_high = np.sqrt((fermi + np.array([-3.5, top])) / h2m)
    x, w = np.polynomial.legendre.leggauss(300)
    kz = (k_low + k_high) / 2 + (k_high - k_low) / 2 * x
    normal = h2m * kz**2 - fermi
    if temp == 0:
        area = np.pi * (fermi / h2m - kz**2)
    else:
        side = np.linspace(0, 5, 3001)
        occupied = expit(-(normal[:, None] + side) / (kb * temp))
        area = np.pi / h2m * trapezoid(occupied, side, axis=1)
    speed = 2 * h2m * kz / hbar_ev
    transmitted = np.exp(-fn_parts(field, phi - normal)[0])
    flux = np.sum(w * speed * area * transmitted) * (k_high - k_low) / 2
    return 2 * sc.e / (2 * np.pi)**3 * flux * 1e14


def field_for(current):
    return brentq(lambda u: np.log(fn_current(u) / current), 1, 9)


F_c = field_for(target)
G_c, decay_c = fn_parts(F_c, phi)
v_c, t_c = barrier_functions(coul * F_c / phi**2)
V_fe = F_c * gap / beta
J_sum = k_space_current(F_c, 0)
error_here = abs(fn_current(F_c) / J_sum - 1)
error_weak = abs(fn_current(2.0) / k_space_current(2.0, 0) - 1)
# Linearizing the exponent leaves an error of order d_F/phi
assert error_here < 0.10 and error_weak < error_here
heat_arg = np.pi * kb * hot / decay_c
heat_factor = heat_arg / np.sin(heat_arg)
heat_sum = k_space_current(F_c, hot) / J_sum
assert abs(heat_sum - heat_factor) < 0.15 * (heat_factor - 1)

# Schroedinger transmission at the Fermi level


def exact_transmission(field):
    potential = flat_barrier(field, phi)
    start = brentq(lambda x: potential(x) + fermi, 1e-3, 0.2)
    edges = np.linspace(start, 6, 6001)
    step = edges[1] - edges[0]
    middle = (edges[:-1] + edges[1:]) / 2
    q = np.sqrt((-potential(middle) / h2m).astype(complex))
    c, s = np.cos(q * step), np.sin(q * step)
    k_out, k_in = np.sqrt(-potential(6.0) / h2m), np.sqrt(fermi / h2m)
    psi, slope = 1.0 + 0j, 1j * k_out
    for j in range(len(q) - 1, -1, -1):
        psi, slope = (c[j] * psi - s[j] / q[j] * slope,
                      q[j] * s[j] * psi + c[j] * slope)
    incident = (psi + slope / (1j * k_in)) / 2
    return k_out / (k_in * abs(incident)**2)


exact_change = np.log(exact_transmission(5.0) / exact_transmission(3.0))
wkb_change = fn_parts(3.0, phi)[0] - fn_parts(5.0, phi)[0]
# WKB omits a slowly varying prefactor
assert abs(exact_change / wkb_change - 1) < 0.05
prefactor = exact_transmission(F_c) * np.exp(G_c)
assert 0.2 < prefactor < 5
V_prefactor = field_for(target / prefactor) * gap / beta

# Curved barrier above the boss, with its complete image energy


def image_energy(r):
    return -coul / 2 * (radius / (r**2 - radius**2) + 1 / (2 * r)
                        - radius / (r**2 + radius**2))


r_test = 6.3
charges = np.array([1, -1, -radius / r_test, radius / r_test])
places = np.array([r_test, -r_test, radius**2 / r_test, -radius**2 / r_test])
for rho, z in ((3.0, 4.0), (4.0, 3.0), (8.0, 0.0)):
    assert abs(np.sum(charges / np.hypot(rho, z - places))) < 1e-12
image_sum = coul / 2 * np.sum(charges[1:] / np.abs(r_test - places[1:]))
assert abs(image_sum / image_energy(r_test) - 1) < 1e-12


def curved_current(mean_field):
    def exponent(work):
        return direct_exponent(lambda x: work + image_energy(radius + x)
                               - mean_field * (radius + x
                                               - radius**3 / (radius + x)**2))
    slope = (exponent(phi + 0.01) - exponent(phi - 0.01)) / 0.02
    return current_from(exponent(phi), 1 / slope)


V_curved = gap * brentq(lambda u: np.log(curved_current(u) / target), 1, 2.5)

# Boss current, space charge and crossing with the Paschen curve
polar, w_polar = (nodes + 1) * np.pi / 4, weights * np.pi / 4
boss_current = 2 * np.pi * radius**2 * 1e-14 * np.sum(
    w_polar * np.sin(polar) * fn_current(F_c * np.cos(polar)))
effective_area = boss_current / target * 1e14
final_speed = np.sqrt(2 * sc.e * V_fe / sc.m_e)
transit = 2 * gap * 1e-9 / final_speed
# x = d*u^2 removes the integrable singularity at the cathode
transit_sum = quad(lambda u: 2 * gap * 1e-9 * u / (final_speed * u), 0, 1)[0]
assert abs(transit / transit_sum - 1) < 1e-8
charge_field = target * 1e4 * transit / sc.epsilon_0 * 1e-9
mean_field_cm = F_c / beta * 1e7
crossing = d_pole * np.exp(B * pressure / mean_field_cm)
crossing_root = brentq(lambda d: loop_gain(mean_field_cm * d, d) - 1,
                       0.9 * d_pole, 1.5 * d_pole)
assert abs(crossing / crossing_root - 1) < 1e-8
direct_bound = 2 * np.sqrt((phi - 1.0) / h2m) * (gap - radius)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Gap d", gap, "nm")
show("Boss radius R", radius, "nm")
show("Work function", phi, "eV")
show("Fermi energy (transmission check)", fermi, "eV")
show("Current criterion J_c", target, "A/cm2")
show("Air pressure", pressure, "Torr")
show("Gas temperature", temperature, "K")
show("Townsend A", A, "1/(cm Torr)")
show("Townsend B", B, "V/(cm Torr)")
show("Ion yield gamma", gamma)
show("ln(1+1/gamma)", L)
show("Paschen minimum voltage", v_min, "V")
show("Paschen minimum pd", pd_min, "Torr cm")
show("Paschen minimum gap", pd_min / pressure * 1e4, "um")
show("Paschen pole d*", d_pole * 1e4, "um")
show("Paschen formula at example gap (meaningless)", paschen(gap_cm), "V")
show("Ceiling A p d", ceiling)
show("Loop-gain ceiling", gamma * ions_per_electron)
show("Ion yield needed for feedback", 1 / ions_per_electron, "", 3)
show("Rough ionization cross-section", sigma, "cm2")
show("Ionizing collisions per crossing, estimate", collisions, "", 3)
show("Field enhancement, isolated boss", beta_far)
show("Field enhancement in example gap", beta_gap)
show("Image estimate of that enhancement", beta_estimate)
show("Local critical field F_c", F_c, "V/nm")
show("Barrier parameter f", coul * F_c / phi**2)
show("v(f)", v_c)
show("t(f)", t_c)
show("WKB exponent G", G_c)
show("Decay energy d_F", decay_c, "eV")
show("Outer turning point",
     phi / F_c * (1 + np.sqrt(1 - coul * F_c / phi**2)) / 2, "nm")
show("Field-emission voltage V_FE", V_fe, "V")
show("Mean field at V_FE", mean_field_cm / 1e6, "MV/cm")
show("Voltage for smooth faces, beta=1", F_c * gap, "V")
show("V_FE if J_c is 1e2 A/cm2", field_for(1e2) * gap / beta, "V")
show("V_FE if J_c is 1e6 A/cm2", field_for(1e6) * gap / beta, "V")
show("V_FE for 50 nm gap", F_c * 50 / beta, "V")
show("V_FE for 100 nm gap", F_c * 100 / beta, "V")
show("Current of one boss", boss_current * 1e9, "nA", 3)
show("Effective emitting area", effective_area, "nm2", 3)
show("Fermi-sphere current at F_c", J_sum, "A/cm2")
show("Relative error of closed current law", error_here, "", 2)
show("Thermal factor at 400 K, formula", heat_factor)
show("Thermal factor at 400 K, Fermi sum", heat_sum)
show("Exact/WKB transmission", prefactor, "", 3)
show("V_FE with transmission prefactor", V_prefactor, "V")
show("V_FE with curved barrier", V_curved, "V")
show("V_FE with finite-gap enhancement", F_c * gap / beta_gap, "V")
show("Electron transit time", transit * 1e15, "fs", 3)
show("Space-charge field / mean field", charge_field / (F_c / beta), "", 2)
show("Gas multiplication ceiling", np.exp(ceiling))
show("Crossing with extrapolated Paschen curve", crossing * 1e4, "um")
show("E/p at crossing", mean_field_cm / pressure, "V/(cm Torr)", 3)
show("Direct-tunnelling exponent bound at 1 V, no image", direct_bound, "", 3)
print("PASS")
```

It prints:

```
Gap d: 20 nm
Boss radius R: 5 nm
Work function: 4.5 eV
Fermi energy (transmission check): 7 eV
Current criterion J_c: 1e+04 A/cm2
Air pressure: 760 Torr
Gas temperature: 300 K
Townsend A: 15 1/(cm Torr)
Townsend B: 365 V/(cm Torr)
Ion yield gamma: 0.01
ln(1+1/gamma): 4.615
Paschen minimum voltage: 305.3 V
Paschen minimum pd: 0.8363 Torr cm
Paschen minimum gap: 11 um
Paschen pole d*: 4.048 um
Paschen formula at example gap (meaningless): -0.1045 V
Ceiling A p d: 0.0228
Loop-gain ceiling: 0.0002306
Ion yield needed for feedback: 43.4
Rough ionization cross-section: 3e-16 cm2
Ionizing collisions per crossing, estimate: 0.0147
Field enhancement, isolated boss: 3
Field enhancement in example gap: 3.03
Image estimate of that enhancement: 3.028
Local critical field F_c: 3.964 V/nm
Barrier parameter f: 0.2819
v(f): 0.6565
t(f): 1.048
WKB exponent G: 10.8
Decay energy d_F: 0.174 eV
Outer turning point: 1.049 nm
Field-emission voltage V_FE: 26.42 V
Mean field at V_FE: 13.21 MV/cm
Voltage for smooth faces, beta=1: 79.27 V
V_FE if J_c is 1e2 A/cm2: 20.9 V
V_FE if J_c is 1e6 A/cm2: 35.69 V
V_FE for 50 nm gap: 66.06 V
V_FE for 100 nm gap: 132.1 V
Current of one boss: 0.809 nA
Effective emitting area: 8.09 nm2
Fermi-sphere current at F_c: 9540 A/cm2
Relative error of closed current law: 0.048
Thermal factor at 400 K, formula: 1.068
Thermal factor at 400 K, Fermi sum: 1.071
Exact/WKB transmission: 1.03
V_FE with transmission prefactor: 26.38 V
V_FE with curved barrier: 31.23 V
V_FE with finite-gap enhancement: 26.16 V
Electron transit time: 13.1 fs
Space-charge field / mean field: 0.00011
Gas multiplication ceiling: 1.023
Crossing with extrapolated Paschen curve: 4.134 um
E/p at crossing: 1.74e+04 V/(cm Torr)
Direct-tunnelling exponent bound at 1 V, no image: 288
PASS
```
